Thermodynamic factor of a one-dimensional lattice gas with neighbour interactions

**Problem**

Particles occupy the sites of a ring of L equivalent sites. Site i holds n_i = 0 or 1 particle, and the energy is

E = ε Σ_i n_i n_(i+1), with n_(L+1) = n_1.

Each bond is counted once. Positive ε means repulsion and negative ε attraction. A constant energy per particle would only shift the chemical potential μ, so it is set to zero. The ring is in equilibrium at temperature T > 0, and θ is the mean occupation of a site as L → ∞. The thermodynamic factor is defined by

Γ = [∂(μ/kT)/∂ ln θ]_T.

(a) Find θ as a function of μ and T.

(b) Find μ(θ) and Γ(θ), and show that Γ = 2 exp(ε/(2kT)) at θ = 1/2.

(c) Recover the half-filling result from the fluctuations of the particle number, and find the probability that a given neighbour of a particle is occupied.

(d) Compare with the mean-field approximation. Can the chain separate into a dense and a dilute phase?

(e) Evaluate the results at T = 600 K for ε = +1.0×10⁻²⁰, −1.0×10⁻²⁰ and −2.5×10⁻²⁰ J. These are round model values.

**Solution**

**(a) Occupation**

Define x = ε/kT, w = exp(−x) and z = exp(μ/kT). A configuration has the grand canonical weight

Π_i z^(n_i) w^(n_i n_(i+1)).

On a ring, Σ n_i = Σ (n_i + n_(i+1))/2. Each particle's factor z can therefore be shared equally between its two bonds, and the weight becomes a product of bond factors

T(n,n′) = z^((n+n′)/2) w^(nn′).

Summing over all occupations multiplies these factors as matrices, so the partition function is Ξ = Tr T^L, with

T = [[1, √z], [√z, zw]].

The trace of T is 1 + zw and its determinant is zw − z. The eigenvalues satisfy

λ² − (1 + zw)λ + zw − z = 0.

The discriminant is (1 + zw)² − 4zw + 4z = (1 − zw)² + 4z. Calling its positive root D,

λ± = (1 + zw ± D)/2, Ξ = λ+^L + λ−^L.

Since λ+² − λ−² = (1 + zw)D > 0, we have |λ−| < λ+. The contribution of λ− to (ln Ξ)/L and to its derivative vanishes as L → ∞. Because ⟨N⟩ = z ∂ ln Ξ/∂z, this leaves

θ = (z/λ+) dλ+/dz.

Differentiate the eigenvalue equation with respect to z, writing λ for λ+:

(2λ − 1 − zw) dλ/dz = wλ + 1 − w.

The bracket on the left equals D, so

θ = [zw + z(1 − w)/λ]/D.

The eigenvalue equation, divided by λ, gives z(1 − w)/λ = λ − 1 − zw. Hence

θ = (λ − 1)/D = ½[1 + (zw − 1)/D].

Now let u = (μ − ε)/(2kT). Then zw = e^(2u) and z = e^(2u)e^x, so

zw − 1 = 2e^u sinh u,

D = 2e^u √(sinh²u + e^x).

The factors 2e^u cancel, and the occupation obeys

2θ − 1 = sinh u / √(sinh²u + e^x).

Half filling requires u = 0, which means μ = ε. Reversing the sign of u changes θ into 1 − θ. This is the symmetry between particles and vacancies.

**(b) Chemical potential and thermodynamic factor**

Let q = 2θ − 1. Squaring the last result gives q²(sinh²u + e^x) = sinh²u, and therefore

sinh²u = q²e^x/(1 − q²), 1 − q² = 4θ(1 − θ).

The quantities sinh u and q have the same sign, so

μ = ε + 2kT asinh[(2θ − 1)e^(x/2) / (2√(θ(1 − θ)))].

For Γ, let A = sinh²u + e^x. Differentiating q = sinh u/√A at constant T gives

dq/du = cosh u/A^(1/2) − sinh²u cosh u/A^(3/2) = e^x cosh u/A^(3/2).

Moreover dθ = dq/2, and μ/kT = x + 2u gives d(μ/kT) = 2du. Thus

Γ = θ d(μ/kT)/dθ = 4θ A^(3/2)/(e^x cosh u).

At θ = 1/2, u = 0, cosh u = 1 and A = e^x. Hence

Γ(1/2) = 4 · ½ · e^(3x/2)/e^x = 2e^(x/2) = 2 exp(ε/(2kT)),

as required.

For general filling, substitute the expression for sinh²u:

A = e^x/(1 − q²),

cosh²u = (1 − q² + q²e^x)/(1 − q²).

The powers of 1 − q² combine to leave

Γ = 4θe^(x/2) / [(1 − q²)√(1 − q² + q²e^x)].

Taking e^(x/2) out of the root and using 1 − q² = 4θ(1 − θ) gives

Γ(θ) = 1/[(1 − θ)R],

R = √[(2θ − 1)² + 4θ(1 − θ)e^(−x)] = √[1 − 4θ(1 − θ)(1 − e^(−x))].

Without interaction, R = 1 and Γ = 1/(1 − θ). The value 2 at half filling then comes from site blocking alone. Another convention, used for alloys, takes θ(1 − θ)∂(μ/kT)/∂θ as the thermodynamic factor. This equals (1 − θ)Γ = 1/R, so its half-filling value is exp(ε/(2kT)), without the 2.

In the dilute limit, expansion to first order in θ gives

Γ ≈ 1 + θ(3 − 2e^(−x)).

Attraction with e^(−x) > 3/2 makes Γ fall at first as particles are added. Near θ = 1, R → 1 and the factor 1/(1 − θ) makes Γ large, so Γ must pass through a minimum in between.

The factor enters diffusion as follows. If the flux is written J = −(cD_J/kT) ∂μ/∂X, with c the concentration, X the position and D_J a kinetic coefficient, then at constant temperature ∂μ/∂X = (kTΓ/c) ∂c/∂X and

J = −D_J Γ ∂c/∂X.

The coefficient in Fick's law is D_JΓ. Since D_J may itself depend on ε and θ, a ratio of thermodynamic factors is not by itself a ratio of diffusivities.

**(c) Fluctuations and neighbours**

Differentiating ⟨N⟩ = ∂ ln Ξ/∂(μ/kT) once more gives ∂⟨N⟩/∂(μ/kT) = Var N. Therefore, as L → ∞,

Γ = ⟨N⟩/Var N.

At half filling z = e^x and zw = 1. With a = e^(x/2), T = [[1, a], [a, 1]]. Its eigenvectors are (1, ±1)/√2, and its eigenvalues are 1 ± a. Their ratio is

r = (1 − a)/(1 + a) = −tanh(x/4).

The deviation n − ½ is represented by the diagonal matrix with entries −½ and ½. It turns each eigenvector into −½ times the other. For two sites k bonds apart, the trace then gives

⟨(n_0 − ½)(n_k − ½)⟩ = ¼(r^k + r^(L−k))/(1 + r^L).

Summing over k = 0, …, L − 1 with the geometric series,

Var N/L = ¼ · (1 + r)/(1 − r) · (1 − r^L)/(1 + r^L).

Since 1 + r = 2/(1 + a) and 1 − r = 2a/(1 + a), the middle factor is 1/a = e^(−x/2). For L → ∞ the last factor tends to 1, and

Γ = ½/(¼e^(−x/2)) = 2e^(x/2).

For neighbours in a long chain, ⟨n_0 n_1⟩ = ¼(1 + r). Dividing by the probability ½ that site 0 is occupied gives

P(neighbour occupied | particle) = (1 + r)/2 = 1/(1 + e^(x/2)).

Repulsion makes r negative: occupied and empty sites tend to alternate, number fluctuations shrink and Γ rises. Attraction makes r positive: particles cluster, fluctuations grow and Γ falls.

**(d) Mean field and stability**

Mean field replaces ⟨n_i n_(i+1)⟩ by θ². With one bond per site, the free energy per site is

f = εθ² + kT[θ ln θ + (1 − θ) ln(1 − θ)].

Its derivative is μ = 2εθ + kT ln[θ/(1 − θ)], so

Γ_MF = 1/(1 − θ) + 2θx.

At half filling this is 2 + x. The result of the chain expands as

2e^(x/2) = 2 + x + x²/4 + …

Mean field is therefore correct to first order in ε/kT at half filling. The neglected correlations first appear in the term x²/4.

For attraction, Γ_MF is negative where 1 + 2xθ(1 − θ) < 0. The product θ(1 − θ) is largest at half filling, so on cooling this instability first appears there, at x = −2 or T = −ε/(2k).

The chain has no such instability. For 0 < θ < 1 and T > 0, R² is the sum of a non-negative and a positive term. Hence Γ > 0 and μ rises strictly with θ. Two different fillings cannot share one chemical potential, so the chain does not separate into dense and dilute phases.

At half filling the limits are:

- For kT ≫ |ε|, Γ → 2.
- For repulsion and T → 0, Γ → ∞, because the alternating arrangement resists a change of filling.
- For attraction and T → 0, Γ → 0 from above, while r → 1 and the correlations become long-ranged.

These formulas are specific to a uniform chain with nearest-neighbour interactions. Interactions of longer but finite range require a larger transfer matrix. A short ring deviates from the long-chain results, and part (c) gives the correction at half filling only.

**(e) Numerical values**

At 600 K, kT = 8.284×10⁻²¹ J. For the repulsive case,

x = 1.0×10⁻²⁰/8.284×10⁻²¹ = 1.207,

Γ(1/2) = 2 exp(1.207/2) = 2 × 1.829 = 3.66.

The slope of the chemical potential at half filling is

∂μ/∂θ = kTΓ/θ = 2 × 8.284×10⁻²¹ × 3.657 = 6.06×10⁻²⁰ J.

The three cases at half filling are:

- ε = +1.0×10⁻²⁰ J: Γ = 3.66, mean field 3.21, neighbour probability 0.354.
- ε = −1.0×10⁻²⁰ J: Γ = 1.09, mean field 0.79, neighbour probability 0.646.
- ε = −2.5×10⁻²⁰ J: Γ = 0.442, mean field −1.02, neighbour probability 0.819.

Without interaction the neighbour probability would be 0.5. In the last case x = −3.018, beyond the mean-field limit x = −2. Mean field places the onset of instability at 905 K, where the chain still has Γ = 2e^(−1) = 0.736.

The strongly attractive case also shows the minimum deduced in part (b): Γ is 0.393 at θ = 0.10, 0.338 at θ = 0.25 and 0.442 at θ = 0.50. At θ = 0.90 it has risen to 3.54.

The numerical output includes two checks that do not use the formula for Γ. Summation over all states of a 14-site ring gives 0.4439 for the strongly attractive case, against 0.4423 for the infinite chain. Part (c) accounts for the difference: the ring value is larger by the factor (1 + r^L)/(1 − r^L), which is about 1.004 for r = 0.638 and L = 14. Free-energy differences at fixed particle number on a 4000-site ring give 0.4415, which is 0.2 % below the infinite-chain value.

Numbers as computed

```
Temperature = 600 K
Thermal energy kT = 8.2839e-21 J
Enumerated ring = 14 sites; long ring = 4000 sites
Case epsilon = 1.00e-20 J: epsilon/kT = 1.2072
  Gamma at half filling, formula = 3.6573
  Gamma, transfer matrix numeric = 3.6573
  Gamma, long-ring canonical = 3.6574
  Gamma, small-ring fluctuations = 3.6573
  Gamma, mean field = 3.2072
  Gamma relative to epsilon = 0: 1.8287
  Eigenvalue ratio r = -0.2930
  Neighbour occupation probability = 0.3535
  d mu/d theta = 6.0594e-20 J
  theta = 0.10: mu = -1.6907e-20 J, Gamma = 1.2850
  theta = 0.25: mu = -5.2468e-21 J, Gamma = 1.9361
  theta = 0.50: mu = 1.0000e-20 J, Gamma = 3.6573
  theta = 0.75: mu = 2.5247e-20 J, Gamma = 5.8082
  theta = 0.90: mu = 3.6907e-20 J, Gamma = 11.5651
Case epsilon = -1.00e-20 J: epsilon/kT = -1.2072
  Gamma at half filling, formula = 1.0937
  Gamma, transfer matrix numeric = 1.0937
  Gamma, long-ring canonical = 1.0930
  Gamma, small-ring fluctuations = 1.0937
  Gamma, mean field = 0.7928
  Gamma relative to epsilon = 0: 0.5468
  Eigenvalue ratio r = 0.2930
  Neighbour occupation probability = 0.6465
  d mu/d theta = 1.8120e-20 J
  theta = 0.10: mu = -2.1206e-20 J, Gamma = 0.8183
  theta = 0.25: mu = -1.5148e-20 J, Gamma = 0.8029
  theta = 0.50: mu = -1.0000e-20 J, Gamma = 1.0937
  theta = 0.75: mu = -4.8524e-21 J, Gamma = 2.4086
  theta = 0.90: mu = 1.2060e-21 J, Gamma = 7.3644
Case epsilon = -2.50e-20 J: epsilon/kT = -3.0179
  Gamma at half filling, formula = 0.4423
  Gamma, transfer matrix numeric = 0.4423
  Gamma, long-ring canonical = 0.4415
  Gamma, small-ring fluctuations = 0.4439
  Gamma, mean field = -1.0179
  Gamma relative to epsilon = 0: 0.2211
  Eigenvalue ratio r = 0.6378
  Neighbour occupation probability = 0.8189
  d mu/d theta = 7.3277e-21 J
  theta = 0.10: mu = -2.9817e-20 J, Gamma = 0.3928
  theta = 0.25: mu = -2.7110e-20 J, Gamma = 0.3377
  theta = 0.50: mu = -2.5000e-20 J, Gamma = 0.4423
  theta = 0.75: mu = -2.2890e-20 J, Gamma = 1.0132
  theta = 0.90: mu = -2.0183e-20 J, Gamma = 3.5352
Mean-field instability temperature, epsilon = -2.50e-20 J: 905.4 K
True Gamma at that temperature = 0.7358
```
